# Why More Carrier Gas Need Not Deliver Proportionally More Precursor

A deposition process needs 1100 µmol/min of precursor vapour. Its heated vessel delivers 143 µmol/min when swept by 100 sccm of carrier gas. The choice is between opening the flow controller to 800 sccm and changing the vessel or its temperature. Proportional scaling favours the flow controller: eight times 143.4 µmol/min is 1147 µmol/min. For the vessel worked out below, the delivery at 800 sccm is 489 µmol/min, and at fixed temperature, pressure and gas film no carrier flow brings it above about 750 µmol/min. The decision depends on how the vapour content of the outgoing gas changes with flow.

## The vessel and the proportional law

Carrier gas passes over a liquid in an oven at temperature $T_b=380$ K. The headspace pressure is held at $P=50$ Torr. The liquid has vapour pressure $p_s(T_b)=2$ Torr and evaporation enthalpy $L=65$ kJ/mol. These are round model parameters and describe no particular compound.

Let $F$ be the molar flow of carrier, $N$ the molar flow of vapour leaving with it, and $y$ the vapour mole fraction in the outgoing gas. By definition $y=N/(F+N)$, so $N=Fy/(1-y)$. Here $y$ is at most 0.04, and the dilute form is used:

$$N=Fy. \tag{1}$$

If the gas leaves saturated at the oven temperature, then $y=y_s(T_b)$, where $y_s(T)=p_s(T)/P$. The ideal delivery is

$$N_{\rm ideal}=F\,y_s(T_b). \tag{2}$$

This is proportional to $F$ because $y_s(T_b)=2/50=0.04$ does not depend on flow. The law therefore rests on two conditions: the gas has time to saturate, and the liquid surface stays at the oven temperature.

## Finite contact

Take the headspace, of volume $V=500$ cm³, to be well mixed, so that its mole fraction equals that of the outgoing gas. Between it and the liquid, of area $A=100$ cm², lies a stagnant gas film of thickness $d=0.5$ cm. The gas touching the liquid is saturated at the surface temperature $T$.

In steady state no vapour accumulates in the film, so the upward flux $J=-Dc\,dy/dz$ is the same at every height $z$. Here $D=1$ cm²/s is the diffusivity and $c$ the molar density of the gas. With $D$ and $c$ constant, $dy/dz$ is constant, and the mole fraction falls linearly from $y_s(T)$ to $y$ across $d$. Multiplying the flux by the area gives

$$N=AJ=F_0\,[y_s(T)-y],\qquad F_0=\frac{DcA}{d}. \tag{3}$$

The quantity $F_0$ is a molar flow that measures how strongly the film couples liquid and headspace. Equating (1) and (3) gives

$$Fy=F_0y_s-F_0y\quad\Rightarrow\quad (F+F_0)\,y=F_0y_s,$$

and hence the saturation relative to the actual liquid surface,

$$S=\frac{y}{y_s(T)}=\frac{F_0}{F+F_0}. \tag{4}$$

The same result can be written with times. The contact time is the gas content of the headspace divided by the flow, $t=Vc/F$. The exchange time follows from closing the vessel at constant temperature: then $Vc\,dy/dt'=F_0(y_s-y)$, where $t'$ is elapsed time, and the deficit $y_s-y$ decays with time constant

$$t_x=\frac{Vc}{F_0}=\frac{Vd}{DA}.$$

Substituting $F=Vc/t$ and $F_0=Vc/t_x$ in (4) and multiplying top and bottom by $t\,t_x/(Vc)$ gives

$$S=\frac{t}{t+t_x}. \tag{5}$$

What matters is contact time compared with exchange time. A taller headspace lengthens both in the same ratio, since both contain $V$, and leaves $S$ unchanged.

For the example, 50 Torr is 6666 Pa, and the ideal-gas law at the oven temperature gives

$$c=\frac{P}{RT_b}=\frac{6666}{8.314\times380}=2.110\ \text{mol/m}^3,$$

$$F_0=\frac{(10^{-4})(2.110)(10^{-2})}{5\times10^{-3}}=4.22\times10^{-4}\ \text{mol/s}.$$

Standard flow refers to 273.15 K and 1 atm, so 1 sccm is $7.436\times10^{-7}$ mol/s and $F_0$ is 567.5 sccm. The exchange time is 2.50 s. A simulation that resolves diffusion through the film, started with dry gas in the closed vessel, gives 2.58 s. It includes vapour stored in the film, which the formula for $t_x$ omits.

At 800 sccm the contact time is 1.77 s, and

$$S=\frac{567.5}{800+567.5}=0.415.$$

## Evaporative cooling

Evaporation removes heat at the rate $LN$. Let $G=0.15$ W/K be the total thermal conductance from the oven to the liquid surface, through every path, with the carrier arriving at oven temperature. In steady state

$$G(T_b-T)=LN. \tag{6}$$

The vapour pressure at the lower temperature follows from the Clapeyron equation, $dp_s/dT=L/(T\,\Delta v)$, where $\Delta v$ is the molar volume change on evaporation. Neglecting the liquid's volume and treating the vapour as ideal gives $\Delta v=RT/p_s$, so

$$\frac{d\ln p_s}{dT}=\frac{L}{RT^2}. \tag{7}$$

Integration from $T_b$ to $T$ at constant $L$ gives the cooling factor

$$C=\frac{p_s(T)}{p_s(T_b)}=\exp\left[-\frac{L}{R}\left(\frac1T-\frac1{T_b}\right)\right]. \tag{8}$$

Since $y=S\,y_s(T)$ and $y_s(T)=C\,y_s(T_b)$ at fixed pressure, equation (1) becomes

$$N=F\,y_s(T_b)\,S\,C. \tag{9}$$

Delivery sets the cooling and cooling limits the delivery, so (6), (8) and (9) must be solved together. At 800 sccm the ideal delivery is 1427.7 µmol/min. Finite contact alone reduces it to $0.4150\times1427.7=592.5$ µmol/min. The joint solution is $N=8.143\times10^{-6}$ mol/s, which can be confirmed by substitution. The heat demand is

$$LN=65000\times8.143\times10^{-6}=0.529\ \text{W},$$

so the surface is $0.529/0.15=3.53$ K below the oven, at 376.47 K. Then

$$C=\exp\left[-\frac{65000}{8.314}\left(\frac1{376.47}-\frac1{380}\right)\right]=0.825,$$

and $592.5\times0.8246=488.6$ µmol/min, which is the delivery assumed at the start. The same calculation at four flows, with oven temperature, pressure and film thickness held fixed, gives:

| Flow (sccm) | $S$ | $C$ | $N$ (µmol/min) |
|---:|---:|---:|---:|
| 100 | 0.850 | 0.945 | 143 |
| 200 | 0.739 | 0.910 | 240 |
| 400 | 0.587 | 0.867 | 363 |
| 800 | 0.415 | 0.825 | 489 |

An eightfold flow gives 3.41 times the delivery. This is the counter-example to proportionality. Delivery still rises at every step; what falls is the vapour carried per mole of carrier.

## What each cause does

The two factors describe different departures from the ideal. $S$ compares the outgoing gas with gas in equilibrium with the cooled liquid. $C$ compares the cooled liquid with the set temperature. With perfect contact, cooling alone would leave the gas saturated at the liquid's temperature. That gas would be unsaturated relative to the oven temperature, and so also once rewarmed by walls at that temperature. In the full example at 800 sccm, saturation relative to the oven is $SC=0.342$.

At 800 sccm, cooling with perfect contact would give 970 µmol/min, and finite contact without cooling 592 µmol/min. Contact is therefore the larger limitation here. The cooling-only case has a temperature drop of 7.0 K, twice the actual 3.5 K, because better contact evaporates more liquid. The loss due to cooling thus depends on whether the contact limitation is present.

The causes were also separated in the time-dependent simulation, which follows the film, the headspace and the liquid temperature to steady state without using (4). For a doubling from 400 to 800 sccm, delivery rises by these factors:

- with both causes, 1.346;
- with finite contact only, 1.415;
- with cooling only, 1.702;
- with neither, 1.999.

To suppress the contact limitation, the film was made 1000 times thinner; to suppress cooling, $G$ was raised to $10^6$ W/K. The last factor falls just short of 2 because the thin film still has some resistance: with $F_0$ a thousand times larger, (4) gives the same 1.999.

A fifth case shows that unsaturation by itself does not destroy proportionality. Cooling was suppressed and the film was halved in thickness as the flow doubled. The gas left at $S=0.587$, far from saturated, yet delivery rose by a factor of 2.000. In (4), $F_0$ had doubled along with $F$, so $S$ did not change. Proportionality fails when the outgoing vapour fraction changes with flow.

## The general statement

Let the exchange flow vary as $F_0=KF^m$, with $K$ a positive constant. The case $m=0$ is the fixed film; a positive $m$ describes a film thinned by faster gas. Define the response $E=d\ln N/d\ln F$, the percentage gain in delivery per per cent of added flow, for small changes. Proportional delivery means $E=1$.

**Statement.** For a dilute vapour, a well-mixed headspace, fixed $P$ and $T_b$, and constant $L$, $G$, $D$ and $c$, the steady delivery is unique and satisfies

$$E=\frac{1-(1-m)(1-S)}{1+B},\qquad B=\frac{L^2N}{GRT^2}. \tag{10}$$

For $0\le m\le1$, delivery rises with flow. With finite $F_0$ it rises less than proportionally, unless $m=1$ and cooling is absent.

**Proof.** First, uniqueness. At a given flow, $S$ is fixed, and $N$ must satisfy

$$h(N)=N-F\,S\,y_s\!\left(T_b-\frac{LN}{G}\right)=0.$$

As $N$ rises, the first term rises. The surface temperature falls, so $y_s$ falls and the subtracted term shrinks. Hence $h$ increases strictly. At $N=0$ it is negative. It becomes positive before the formal surface temperature reaches zero, because (8) sends $y_s$ to zero there while $N$ stays positive. There is therefore one root.

Next, take the logarithm of $N=F\,S\,y_s(T)$ and differentiate with respect to $\ln F$:

$$E=1+\frac{d\ln S}{d\ln F}+\frac{d\ln y_s}{d\ln F}. \tag{11}$$

For the second term, write $S=1/(1+u)$ with $u=F/F_0=F^{1-m}/K$. Then $du/d\ln F=(1-m)u$, and

$$\frac{d\ln S}{d\ln F}=-\frac{1}{1+u}\,(1-m)u=-(1-m)(1-S),$$

because $u/(1+u)=1-S$. For the third term, (6) gives $T=T_b-LN/G$, so $dT/d\ln F=-(L/G)\,dN/d\ln F=-(LN/G)E$. With (7), and with $P$ fixed,

$$\frac{d\ln y_s}{d\ln F}=\frac{L}{RT^2}\left(-\frac{LN}{G}E\right)=-BE.$$

Equation (11) is now $E=1-(1-m)(1-S)-BE$. Collecting the terms in $E$ gives (10).

The numerator of (10) can be rearranged as $S+m(1-S)$. For $0\le m\le1$ it lies between $S$ and 1, so $E$ is positive. With finite $F_0$, $S<1$, and the numerator equals 1 only if $m=1$. The denominator equals 1 only if $B=0$. In every other case in this range $E<1$. For two flows $F_2>F_1$, integration gives

$$\ln\frac{N_2}{N_1}=\int_{\ln F_1}^{\ln F_2}E\,d\ln F<\ln\frac{F_2}{F_1},$$

so the sub-proportional rise holds for finite changes as well. $\square$

The feedback $B$ has a simple reading. By (6), $LN/G$ is the temperature drop, so $B$ is that drop multiplied by the fractional change of vapour pressure per kelvin. At 800 sccm $B=0.195$, and for the fixed film

$$E=\frac{0.415}{1.195}=0.347.$$

Another 1% of carrier then brings about 0.35% more precursor. At 100 sccm the response is 0.80, so even there the vessel is not in the proportional regime.

## Limits and a reversal

For the fixed film, low flow means $F\ll F_0$. Then $S\to1$, while $N$ and $B$ tend to zero, so $E\to1$ and the ideal law returns. A delivery measured in that regime can be scaled in proportion only while both $F/F_0$ and $B$ remain small.

At high flow, $F\gg F_0$, the headspace is swept nearly clean. Since $FS=FF_0/(F+F_0)\to F_0$, delivery tends to

$$N_{\max}=F_0\,y_s(T_{\max}),\qquad G(T_b-T_{\max})=LN_{\max}. \tag{12}$$

The carrier no longer sets the rate; diffusion through the film and the heat supply do. Without cooling the ceiling would be $4.22\times10^{-4}\times0.04=1.69\times10^{-5}$ mol/s, or about 1013 µmol/min. With cooling it is 752 µmol/min. Both lie below the required 1100 µmol/min, so under these fixed conditions the opening decision goes against the flow controller.

Raising the oven temperature acts differently. Hold $F$, $P$ and the gas properties fixed, so that $S$ is fixed. A change $dT_b$ changes the surface temperature by $dT=dT_b-(L/G)\,dN$. Multiplying by $L/(RT^2)$ gives $d\ln N=(L/RT^2)\,dT_b-B\,d\ln N$, and therefore

$$\frac{d\ln N}{dT_b}=\frac{L/(RT^2)}{1+B}.$$

At 800 sccm, $L/(RT^2)$ is $B$ divided by the temperature drop, $0.1946/3.53=0.055$ per kelvin. Delivery rises by about 4.6% per kelvin of oven temperature, for small changes. Whether the precursor tolerates a hotter oven is a separate question.

The rise of $N$ with $F$ also depends on constant headspace pressure. Suppose that $P$ rises with flow, and let $q=d\ln P/d\ln F$. In an ideal gas $D$ varies as $1/P$ and $c$ as $P$, so $F_0$ does not change with pressure at given film thickness. Only $y_s=p_s/P$ acquires an extra term, $-q$, in (11), and the response becomes

$$E=\frac{1-(1-m)(1-S)-q}{1+B}.$$

For the fixed film this is negative when $q>S$. At the 800 sccm state, where $S=0.415$, a pressure rising faster than about 0.42% per per cent of flow would make added carrier reduce the delivery.

## Before the liquid has cooled

The steady result also needs time. With flow on, the headspace balance is $Vc\,dy/dt'=F_0(y_s-y)-Fy$, which relaxes at the rate $1/t_x+1/t$. At 800 sccm this corresponds to about 1 s. The liquid and vessel, with heat capacity 500 J/K, respond on the scale $500/0.15=3333$ s, nearly an hour (printed in the output as C/G, where C is the heat capacity, not the cooling factor); the feedback shortens this somewhat.

If 800 sccm is started with the liquid at 380 K, delivery therefore first settles near the uncooled value, 592 µmol/min, and then drifts down towards 489 µmol/min. These times treat liquid and vessel as one body at a uniform temperature; the surface of a liquid that does not convect cools sooner, by about 1 K within the first minute for a layer 1 cm deep. In either case a reading taken in the first minute overstates the sustained delivery. Pulses lasting seconds need the time-dependent balances.

## Comparison with a real vessel

The model resembles an oven-heated, flow-over vessel supplying a low-volatility liquid metal-organic precursor for vapour deposition. A vapour pressure of a few Torr or less and flows of tens to hundreds of sccm are plausible for such service; 800 sccm is towards the high side. The diffusivity suits a heavy precursor in nitrogen or argon; in helium it would be several times larger. The film thickness and thermal conductance depend on the vessel and are uncertain. The carrier must also be preheated for the model to apply: warming 800 sccm of argon from 300 K to 380 K takes about 1 W, more than the 0.53 W used by evaporation, and any part of it drawn from the liquid lowers the delivery. The mixed headspace relies on stirring by the incoming gas. Its height is $V/A=5$ cm, and diffusion over that distance takes of order $(5\ \text{cm})^2/D=25$ s, far longer than the contact time of 1.77 s at 800 sccm. Without stirring, and with the flow spread over the whole 5 cm depth, little vapour would reach the upper part of the gas in that time, and delivery at 800 sccm would be lower than calculated here; a stream confined to about a centimetre above the liquid could instead carry more. Buoyancy opposes the stirring: with a vapour of molar mass near 300 g/mol in nitrogen or argon, the gas at the liquid surface is some 10–20% denser than the gas above it, so the layer is stable unless the inlet jet breaks it up.

The fixed film is also open to doubt in practice, since a faster inlet jet can stir the gas near the liquid. If $F_0$ grows as $\sqrt F$ from its value at 100 sccm, delivery at 800 sccm becomes 717 µmol/min, 47% above the main model but still well below the proportional 1147 µmol/min. The 752 µmol/min ceiling does not apply to that case, because $F_0$ then has no upper limit. In a bubbler, where the gas–liquid area can itself grow with flow, $m=0$ should not be assumed either.

Other changes, made one at a time at 800 sccm, shift the 489 µmol/min as follows:

- plug flow instead of a mixed headspace, +18%;
- the thermal resistance of a liquid layer 1 cm deep without convection, about 7.7 K/W at a conductivity of 0.13 W/(m K) and so larger than $1/G$ itself, added in series with $G$, −15%;
- a headspace pressure of 60 Torr instead of 50 Torr, −14%;
- separate heat supply through the gas film, if $G$ did not already include it, at most +4%, a value reached only if the walls keep the headspace gas at oven temperature;
- the vapour's own bulk flow, +1.6%.

Surface evaporation adds a resistance of only about 0.05% of the film's, if every vapour molecule striking the liquid condenses. None of these changes, taken singly, restores proportional delivery. Their values are in the numerical output below. The thickness of the fixed film matters as well: solving (4), (6), (8) and (9) again at 800 sccm gives about 650 µmol/min for half the thickness and about 330 µmol/min for twice the thickness. The figure of 489 µmol/min therefore belongs to the model vessel; for a real one, delivery should be measured at more than one flow.

## Calculated quantities

```
INPUTS (round, rough typical values)
oven temperature 380 K; headspace pressure 50 Torr
vapour pressure at oven temperature 2.0 Torr; L 65 kJ/mol
surface area 100 cm2; film thickness 0.5 cm; headspace 500 cm3
diffusivity 1.0 cm2/s; total conductance G 0.15 W/K; heat capacity 500 J/K
liquid depth 1.0 cm; conductivities: liquid 0.13, gas 0.02 W/(m K)
molar mass 300 g/mol
INTERMEDIATE VALUES
1 sccm = 7.4358e-07 mol/s; gas density 2.1099 mol/m3
saturated mole fraction at oven temperature 0.0400
exchange flow F0 4.2197e-04 mol/s = 567.5 sccm
exchange time 2.500 s; simulated filling time 2.584 s
thermal settling time C/G 3333 s
RESULTS BY CARRIER FLOW
flow 100 sccm: contact time 14.19 s, S 0.8502, cooling 1.04 K, C 0.9453
  ideal 178.5, delivered 143.4 umol/min; S*C 0.8037; response 0.8048
flow 200 sccm: contact time 7.09 s, S 0.7394, cooling 1.73 K, C 0.9100
  ideal 356.9, delivered 240.2 umol/min; S*C 0.6728; response 0.6754
flow 400 sccm: contact time 3.55 s, S 0.5866, cooling 2.62 K, C 0.8668
  ideal 713.8, delivered 363.0 umol/min; S*C 0.5085; response 0.5128
flow 800 sccm: contact time 1.77 s, S 0.4150, cooling 3.53 K, C 0.8246
  ideal 1427.7, delivered 488.6 umol/min; S*C 0.3422; response 0.3474
delivery ratio, 800 to 100 sccm: 3.406
proportional forecast for 800 sccm from 100 sccm: 1147.4 umol/min
at 800 sccm: delivery 8.1427e-06 mol/s; heat demand 0.5293 W
at 800 sccm: surface 376.47 K; its vapour pressure 1.6493 Torr
at 800 sccm: cooling feedback B 0.1946
at 800 sccm: simulated delivery 488.6 umol/min
high-flow ceiling 751.6 umol/min
at 800 sccm, finite contact only: 592.5 umol/min
at 800 sccm, cooling only: 970.1 umol/min; cooling 7.01 K
SIMULATED DELIVERY RATIO FOR 400 TO 800 sccm
neither cause 1.9986; contact only 1.4150; cooling only 1.7016
both causes 1.3461; isothermal with F0 ~ F 2.0000 at S 0.5866
NEGLECTED EFFECTS AT 800 sccm (delivery and change from main model)
bulk vapour flow included: 496.6 umol/min, +1.6 %
film thinning, F0 ~ sqrt(F) from 100 sccm: 717.1 umol/min, +46.8 %
plug flow (2000 mixed zones): 577.3 umol/min, +18.2 %
non-convecting liquid: 415.1 umol/min, -15.0 %
gas-film heat added to G: 506.2 umol/min, +3.6 %
headspace pressure up 10 Torr: 418.6 umol/min, -14.3 %
surface-kinetic to film resistance, unit evaporation coefficient: 4.89e-04
```
